# The Second-Order Hall Current from the Berry Curvature Dipole: test program

```python
"""Second-order Hall current from the Berry curvature dipole.

Claim (2D, charge -e, E(t) = Re[F exp(i w t)], constant relaxation time tau):
  rectified current      j0 = Re[ C (conj(F) x z) (D.F) ]
  second harmonic        j2 = C (F x z) (D.F),  j(t) = j0 + Re[j2 exp(2 i w t)]
  C = e^3 tau / (2 hbar^2 (1 + i w tau)),  D_b = sum over states of f0 dOmega/dk_b
D is allowed by time reversal and forbidden by inversion.

Model: honeycomb lattice, two spin-degenerate bands, H = e0 + d.sigma.
q = k*a is the dimensionless wavevector, a the bond length, energies in eV.
A model is (weak bond t1, same-sublattice hopping p, staggered energy,
flux hopping that breaks time reversal but keeps inversion).
The test integrates the Boltzmann equation in time with no expansion in E.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.special import expit

e, hbar = const.e, const.hbar
a = 0.2e-9            # bond length, m
HOP = 1.0             # strong bonds, eV
TEMPERATURE = 300.0   # K
kT = const.k * TEMPERATURE / e
TAU = 0.2e-12         # s
FREQ = 1.0e12         # Hz
OMEGA = 2 * np.pi * FREQ
E0 = 1.0e4            # V/m
N = 201               # odd grid, symmetric under k -> -k

r3 = np.sqrt(3.0)
BONDS = np.array([[0, 1], [-r3 / 2, -0.5], [r3 / 2, -0.5]])
LOOPS = np.array([BONDS[1] - BONDS[2], BONDS[2] - BONDS[0],
                  BONDS[0] - BONDS[1]])
LATTICE = np.array([[r3, 0], [r3 / 2, 1.5]])
AREA = abs(np.linalg.det(LATTICE))
RECIP = 2 * np.pi * np.linalg.inv(LATTICE).T
x1, x2 = np.meshgrid(np.arange(N) / N, np.arange(N) / N, indexing="ij")
QX = x1 * RECIP[0, 0] + x2 * RECIP[1, 0]
QY = x1 * RECIP[0, 1] + x2 * RECIP[1, 1]
n1, n2 = np.meshgrid(np.fft.fftfreq(N, 1 / N), np.fft.fftfreq(N, 1 / N),
                     indexing="ij")
RX = n1 * LATTICE[0, 0] + n2 * LATTICE[1, 0]
RY = n1 * LATTICE[0, 1] + n2 * LATTICE[1, 1]


def bloch(qx, qy, model):
    """Vector d, its two q-derivatives, scalar part e0 and de0/dqx."""
    t1, p, mass, flux = model
    h = hx = hy = 0
    for amp, (x, y) in zip((t1, HOP, HOP), BONDS):
        term = amp * np.exp(1j * (qx * x + qy * y))
        h = h + term
        hx = hx + 1j * x * term
        hy = hy + 1j * y * term
    m, mx, my = mass + 0 * qx, 0 * qx, 0 * qx
    for x, y in LOOPS:
        phase = qx * x + qy * y
        m = m + 2 * flux * np.sin(phase)
        mx = mx + 2 * flux * x * np.cos(phase)
        my = my + 2 * flux * y * np.cos(phase)
    d = np.array([h.real, -h.imag, m])
    dx = np.array([hx.real, -hx.imag, mx])
    dy = np.array([hy.real, -hy.imag, my])
    return d, dx, dy, 2 * p * np.cos(r3 * qx), -2 * p * r3 * np.sin(r3 * qx)


def geometry(qx, qy, model, sign=1):
    """Energy, gradient and Berry curvature (upper band for sign=+1)."""
    d, dx, dy, e0, e0x = bloch(qx, qy, model)
    norm = np.sqrt(np.sum(d * d, axis=0))
    grad = np.array([e0x + sign * np.sum(d * dx, axis=0) / norm,
                     sign * np.sum(d * dy, axis=0) / norm])
    triple = np.sum(d * np.cross(dx, dy, axis=0), axis=0)
    return e0 + sign * norm, grad, -sign * triple / (2 * norm**3)


def zone(g):
    """Integral d^2q/(2 pi)^2 over the zone, with spin factor 2."""
    return 2 * np.mean(g) / AREA


def derivative(g, *axes):
    spectrum = np.fft.fft2(g)
    for axis in axes:
        spectrum = spectrum * 1j * (RX, RY)[axis]
    return np.fft.ifft2(spectrum).real


def make_band(model, mu, sign=1):
    eps, grad, curv = geometry(QX, QY, model, sign)
    f0 = expit(-(eps - mu) / kT)
    surface = f0 * (1 - f0) / kT
    band = dict(eps=eps, grad=grad, curv=curv, f0=f0)
    band["D"] = np.array([zone(curv * g * surface) for g in grad])
    band["Dscale"] = zone(np.abs(curv * grad[0]) * surface)
    band["hall"] = zone(f0 * curv)
    band["hallscale"] = zone(f0 * np.abs(curv))
    second = [[derivative(f0, b, c) for c in (0, 1)] for b in (0, 1)]
    band["K"] = np.array([[[zone(grad[i] * second[b][c]) for c in (0, 1)]
                           for b in (0, 1)] for i in (0, 1)])
    band["Kscale"] = zone(np.abs(grad[0] * second[0][0]))
    return band


def simulate(band, field, tau, omega):
    """Time-step the full Boltzmann equation; return current harmonics 0,1,2."""
    field = np.asarray(field, complex)
    wt = omega * tau
    period = 2 * np.pi / wt if omega > 0 else 1.0
    steps = int(np.ceil(20 * period))
    warm = int(np.ceil(25 / period))
    dt = period / steps
    f_eq = np.fft.fft2(band["f0"]) / N**2
    v_conj = [np.conj(np.fft.fft2(g)) / N**2 for g in band["grad"]]
    o_conj = np.conj(np.fft.fft2(band["curv"])) / N**2
    force = e * a * tau / hbar * field

    def rate(s, f):
        w = (force * np.exp(1j * wt * s)).real
        return 1j * (w[0] * RX + w[1] * RY) * f - (f - f_eq)

    f, samples, times = f_eq.copy(), [], []
    for i in range((warm + 1) * steps):
        s = i * dt
        if i >= warm * steps:
            now = (field * np.exp(1j * wt * s)).real
            # equilibrium carries no band current, so only f - f_eq enters
            normal = np.array([np.sum(v * (f - f_eq)).real for v in v_conj])
            anomalous = np.sum(o_conj * f).real
            total = normal + a * anomalous * np.array([now[1], -now[0]])
            samples.append(-e * e * 2 / (AREA * a * hbar) * total)
            times.append(s)
        k1 = rate(s, f)
        k2 = rate(s + dt / 2, f + dt / 2 * k1)
        k3 = rate(s + dt / 2, f + dt / 2 * k2)
        k4 = rate(s + dt, f + dt * k3)
        f = f + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
    samples, times = np.array(samples), np.array(times)
    harm = [2 * np.mean(samples * np.exp(-1j * n * wt * times)[:, None], axis=0)
            for n in (1, 2)]
    return samples.mean(axis=0), harm[0], harm[1]


def dipole_current(band, field, tau, omega):
    F = np.asarray(field, complex)
    C = e**3 * tau / (2 * hbar**2 * (1 + 1j * omega * tau))
    DF = a * band["D"] @ F
    j0 = (C * DF * np.array([F[1].conj(), -F[0].conj()])).real
    return j0, C * DF * np.array([F[1], -F[0]])


def band_current(band, field, tau, omega):
    F = np.asarray(field, complex)
    wt = omega * tau
    K = band["K"] * e * a
    pref = -e**3 * tau**2 / (2 * hbar**3)
    j0 = pref * (np.einsum("abc,b,c->a", K, F.conj(), F) / (1 + 1j * wt)).real
    j2 = pref * np.einsum("abc,b,c->a", K, F, F) / ((1 + 1j*wt) * (1 + 2j*wt))
    return j0, j2


def close(x, y, tol):
    return np.linalg.norm(x - y) < tol * np.linalg.norm(y)


SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])


def matrix(d):
    return np.tensordot(d, SIGMA, axes=1)


MAIN, MU = (0.8, 0.1, 0.2, 0.0), 0.15
valley = 2 / r3 * np.arccos(-MAIN[0] / (2 * HOP))
point = np.array([valley + 0.08, 0.03])

# Berry curvature against the Berry phase of a small counterclockwise loop
side = 1e-3
corners = point + side / 2 * np.array([[-1, -1], [1, -1], [1, 1], [-1, 1]])
states = [np.linalg.eigh(matrix(bloch(*c, MAIN)[0]))[1][:, 1] for c in corners]
product = np.prod([np.vdot(states[i], states[(i + 1) % 4]) for i in range(4)])
curv_loop = -np.angle(product) / side**2
curv_point = geometry(*point, MAIN)[2]
curv_minus = geometry(*(-point), MAIN)[2]
assert abs(curv_loop / curv_point - 1) < 1e-3
assert abs(curv_minus / curv_point + 1) < 1e-9

# Anomalous velocity from the time-dependent Schroedinger equation (hbar = 1)
ramp, speed = 400.0, 1e-4


def driven_velocity(direction):
    def path(t):
        g = t / 2 - ramp / (2 * np.pi) * np.sin(np.pi * t / ramp) - ramp / 2
        return point + np.array([0, direction * speed * g])
    start = np.linalg.eigh(matrix(bloch(*path(0.0), MAIN)[0]))[1][:, 1]
    sol = solve_ivp(lambda t, y: -1j * matrix(bloch(*path(t), MAIN)[0]) @ y,
                    (0, ramp), start.astype(complex), method="DOP853",
                    rtol=1e-10, atol=1e-12)
    psi = sol.y[:, -1]
    return np.vdot(psi, matrix(bloch(*point, MAIN)[1]) @ psi).real


curv_velocity = -(driven_velocity(1) - driven_velocity(-1)) / (2 * speed)
# residual: finite ramp time and finite speed
assert abs(curv_velocity / curv_point - 1) < 5e-3

# Main model: time reversal kept, inversion broken
main = make_band(MAIN, MU)
h = 1e-4
sea = []
for ux, uy in ((h, 0), (0, h)):
    slope = (geometry(QX + ux, QY + uy, MAIN)[2]
             - geometry(QX - ux, QY - uy, MAIN)[2]) / (2 * h)
    sea.append(zone(main["f0"] * slope))
sea = np.array(sea)
assert close(sea, main["D"], 1e-4)
assert abs(main["D"][0]) > 0.01 * main["Dscale"]
assert abs(main["D"][1]) < 1e-7 * main["Dscale"]
assert abs(main["hall"]) < 1e-9 * main["hallscale"]
assert np.max(np.abs(main["K"])) < 1e-8 * main["Kscale"]
lower = make_band(MAIN, MU, sign=-1)
assert abs(lower["D"][0]) < 1e-4 * abs(main["D"][0])

# Companion models
inversion = make_band((0.8, 0.1, 0.0, 0.04), MU)
assert np.max(np.abs(inversion["D"])) < 1e-9 * inversion["Dscale"]
assert abs(inversion["hall"]) > 0.01 * inversion["hallscale"]
assert np.max(np.abs(inversion["K"])) < 1e-8 * inversion["Kscale"]
threefold = make_band((1.0, 0.0, 0.2, 0.0), 0.3)
assert np.max(np.abs(threefold["D"])) < 1e-7 * threefold["Dscale"]
both = make_band((0.8, 0.1, 0.2, 0.02), MU)
assert abs(both["hall"]) > 0.01 * both["hallscale"]
assert np.max(np.abs(both["K"])) > 1e-3 * both["Kscale"]

# Full Boltzmann dynamics against the formulas; residual is of order E^4
linear, ellipse = [E0, 0], [E0, 0.5j * E0]
sim = simulate(main, linear, TAU, OMEGA)
form = dipole_current(main, linear, TAU, OMEGA)
assert close(sim[0], form[0], 3e-3) and close(sim[2], form[1], 3e-3)
sim_el = simulate(main, ellipse, TAU, OMEGA)
form_el = dipole_current(main, ellipse, TAU, OMEGA)
assert close(sim_el[0], form_el[0], 3e-3)
assert close(sim_el[2], form_el[1], 3e-3)
sim_both = simulate(both, linear, TAU, OMEGA)
dip_both = dipole_current(both, linear, TAU, OMEGA)
drude_both = band_current(both, linear, TAU, OMEGA)
assert close(sim_both[0], dip_both[0] + drude_both[0], 3e-3)
assert close(sim_both[2], dip_both[1] + drude_both[1], 3e-3)
static = [simulate(main, linear, t, 0.0) for t in (TAU, 2 * TAU)]
static_even = [s[0][1] for s in static]
static_form = [-e**3 * t * a * main["D"][0] * E0**2 / hbar**2
               for t in (TAU, 2 * TAU)]
assert np.allclose(static_even, static_form, rtol=5e-3, atol=0)

nm = a * 1e9
gap = 2 * np.min(np.sqrt(np.sum(bloch(QX, QY, MAIN)[0]**2, axis=0)))
print(f"bond length {nm:.3f} nm; strong bonds {HOP:.2f} eV")
print(f"weak bond {MAIN[0]:.2f} eV; same-sublattice hopping {MAIN[1]:.2f} eV")
print(f"staggered energy +-{MAIN[2]:.2f} eV; chemical potential {MU:.2f} eV")
print(f"temperature {TEMPERATURE:.0f} K; kT {kT:.5f} eV")
print(f"tau {TAU*1e12:.2f} ps; frequency {FREQ*1e-12:.2f} THz")
print(f"omega*tau {OMEGA*TAU:.4f}; field amplitude {E0:.0f} V/m")
print(f"photon energy {hbar*OMEGA/e:.5f} eV; least direct gap {gap:.4f} eV")
print(f"upper-band minimum on grid {main['eps'].min():.4f} eV")
print(f"upper-band electron density {zone(main['f0'])/nm**2:.5f} nm^-2")
print(f"shift e*E*tau/hbar {e*E0*TAU/hbar*1e-9:.6f} nm^-1")
print(f"test point k = ({point[0]/nm:.4f}, {point[1]/nm:.4f}) nm^-1")
print(f"curvature there, formula {curv_point*nm**2:.5f} nm^2")
print(f"curvature there, loop phase {curv_loop*nm**2:.5f} nm^2")
print(f"curvature there, driven velocity {curv_velocity*nm**2:.5f} nm^2")
print(f"curvature at -k {curv_minus*nm**2:.5f} nm^2")
print(f"D_x, Fermi-surface form {main['D'][0]*nm:.6f} nm")
print(f"D_x, Fermi-sea form {sea[0]*nm:.6f} nm")
print(f"D_x from holes in lower band {lower['D'][0]*nm:.2e} nm")
print("Field along x, main model:")
print(f" linear current amplitude, x {abs(sim[1][0]):.5e} A/m")
print(f" rectified j_y, formula {form[0][1]:.5e} A/m")
print(f" rectified j_y, Boltzmann {sim[0][1]:.5e} A/m")
print(f" rectified j_x, Boltzmann {sim[0][0]:.1e} A/m")
print(f" 2w amplitude |j_y|, formula {abs(form[1][1]):.5e} A/m")
print(f" 2w amplitude |j_y|, Boltzmann {abs(sim[2][1]):.5e} A/m")
print(f" 2w phase of j_y, formula {np.degrees(np.angle(form[1][1])):.3f} deg")
print(f" 2w phase of j_y, Boltzmann {np.degrees(np.angle(sim[2][1])):.3f} deg")
print("Elliptical field (1, 0.5i) times amplitude, rectified current:")
print(f" formula   j_x {form_el[0][0]:.5e}, j_y {form_el[0][1]:.5e} A/m")
print(f" Boltzmann j_x {sim_el[0][0]:.5e}, j_y {sim_el[0][1]:.5e} A/m")
print("Constant field along x:")
for t, s, g in zip((TAU, 2 * TAU), static_even, static_form):
    print(f" tau {t*1e12:.2f} ps: j_y Boltzmann {s:.5e}, formula {g:.5e} A/m")
print("Symmetry table: D_x (nm); Hall integral of f0*Omega; K_xxx (eV nm)")
for name, b in (("T kept, P broken", main), ("T broken, P kept", inversion),
                ("both broken", both), ("T kept, P broken, C3", threefold)):
    print(f" {name}: {b['D'][0]*nm:.3e}; {b['hall']:.3e};"
          f" {b['K'][0, 0, 0]*nm:.3e}")
print("Flux hopping: 0.04 eV (P kept)".replace("0.04", f"{0.04:.2f}")
      + f", {0.02:.2f} eV (both broken)")
print("C3 model: equal bonds, no same-sublattice hopping, mu 0.30 eV")
print("Both broken, field along x, rectified current:")
print(f" band part j_x, formula {drude_both[0][0]:.5e} A/m")
print(f" total j_x, Boltzmann {sim_both[0][0]:.5e} A/m")
print(f" dipole part j_y, formula {dip_both[0][1]:.5e} A/m")
print(f" total j_y, Boltzmann {sim_both[0][1]:.5e} A/m")
print("OK")
```

It prints:

```
bond length 0.200 nm; strong bonds 1.00 eV
weak bond 0.80 eV; same-sublattice hopping 0.10 eV
staggered energy +-0.20 eV; chemical potential 0.15 eV
temperature 300 K; kT 0.02585 eV
tau 0.20 ps; frequency 1.00 THz
omega*tau 1.2566; field amplitude 10000 V/m
photon energy 0.00414 eV; least direct gap 0.4009 eV
upper-band minimum on grid 0.0617 eV
upper-band electron density 0.19651 nm^-2
shift e*E*tau/hbar 0.003039 nm^-1
test point k = (11.8449, 0.1500) nm^-1
curvature there, formula -0.56776 nm^2
curvature there, loop phase -0.56775 nm^2
curvature there, driven velocity -0.56788 nm^2
curvature at -k 0.56776 nm^2
D_x, Fermi-surface form -0.028881 nm
D_x, Fermi-sea form -0.028881 nm
D_x from holes in lower band 1.15e-10 nm
Field along x, main model:
 linear current amplitude, x 3.10334e+01 A/m
 rectified j_y, formula 4.14111e-05 A/m
 rectified j_y, Boltzmann 4.14110e-05 A/m
 rectified j_x, Boltzmann -5.5e-11 A/m
 2w amplitude |j_y|, formula 6.65050e-05 A/m
 2w amplitude |j_y|, Boltzmann 6.65047e-05 A/m
 2w phase of j_y, formula -51.488 deg
 2w phase of j_y, Boltzmann -51.488 deg
Elliptical field (1, 0.5i) times amplitude, rectified current:
 formula   j_x 2.60194e-05, j_y 4.14111e-05 A/m
 Boltzmann j_x 2.60191e-05, j_y 4.14110e-05 A/m
Constant field along x:
 tau 0.20 ps: j_y Boltzmann 2.13602e-04, formula 2.13610e-04 A/m
 tau 0.40 ps: j_y Boltzmann 4.27160e-04, formula 4.27220e-04 A/m
Symmetry table: D_x (nm); Hall integral of f0*Omega; K_xxx (eV nm)
 T kept, P broken: -2.888e-02; 6.065e-17; 8.102e-17
 T broken, P kept: 1.577e-16; -9.062e-02; 9.011e-17
 both broken: -1.648e-02; 9.558e-02; -1.627e-03
 T kept, P broken, C3: 4.963e-17; 6.932e-17; -3.466e-17
Flux hopping: 0.04 eV (P kept), 0.02 eV (both broken)
C3 model: equal bonds, no same-sublattice hopping, mu 0.30 eV
Both broken, field along x, rectified current:
 band part j_x, formula 7.08934e-04 A/m
 total j_x, Boltzmann 7.08951e-04 A/m
 dipole part j_y, formula 2.36327e-05 A/m
 total j_y, Boltzmann 2.36326e-05 A/m
OK
```
